# Coupled plasmons and the attraction between two thin metal sheets

Take two free-standing films with \(1.8\times10^{16}\) electrons per cm² each, modelled as sheets of zero thickness. If the electrons move freely in the plane, moving the sheets from 10 nm to 40 nm apart reduces their attraction energy from 28.3 to 0.884 µJ/m², a factor of 32. If each electron is instead tied to its own site by a spring of quantum energy 10 eV, the same move reduces the energy from 1.34 to 0.00658 µJ/m², a factor of about 200. The number of electrons, their mass and the Coulomb force, taken as instantaneous, are the same in both cases. The factor 32 is \(4^{5/2}\), whereas adding up van der Waals energies pair by pair predicts \(4^4=256\). The difference comes from the plasmons of the sheets.

Let each sheet carry \(n\) electrons of mass \(m\) per unit area on a rigid neutralizing background, with vacuum around it. The distance between the sheets is \(d\), the temperature is zero, and the Coulomb force acts instantaneously. Energies are per unit area and measured from infinite separation, so a negative energy means attraction. For now the electrons have no scattering and no pressure of their own.

A density ripple \(\delta n\,e^{i\mathbf q\cdot\boldsymbol\rho}\) in the plane \(z=0\) gives an electron the potential energy \(U(z)e^{i\mathbf q\cdot\boldsymbol\rho}\). Poisson's equation reads

\[
\left(\frac{d^2}{dz^2}-q^2\right)U=-\frac{e^2\delta n}{\varepsilon_0}\,\delta(z).
\]

Away from the plane the bounded solution is \(U=U_0e^{-q|z|}\). Its slope jumps by \(-2qU_0\) at \(z=0\), which must equal \(-e^2\delta n/\varepsilon_0\). Hence

\[
U(z)=\frac{e^2\delta n}{2\varepsilon_0q}\,e^{-q|z|}.
\]

A ripple therefore acts on its own sheet with full strength and on the other sheet with the factor \(e^{-qd}\).

The electrons obey Newton's law \(m\,\partial_t\mathbf v=-\nabla U\) and the linearized continuity equation \(\partial_t\delta n+n\nabla\cdot\mathbf v=0\). Differentiating the second in time and inserting the first gives \(\partial_t^2\delta n=(n/m)\nabla^2U\). For a wave of frequency \(\omega\) this becomes \(\omega^2\delta n=(nq^2/m)U\). With the potentials of both sheets inserted,

\[
\omega^2\delta n_1=aq\left(\delta n_1+e^{-qd}\delta n_2\right),\qquad
\omega^2\delta n_2=aq\left(\delta n_2+e^{-qd}\delta n_1\right),\qquad
a=\frac{ne^2}{2\varepsilon_0m}.
\]

The sum and difference of the two ripples decouple, with frequencies

\[
\omega_\pm^2=aq\left(1\pm e^{-qd}\right).
\]

A single sheet has \(\omega_0^2=aq\). Its frequency vanishes at long wavelength because charge spread over a long wave in a plane produces only a weak restoring field. In the difference mode the two sheets carry opposite charge and screen each other. For \(qd\ll1\) its frequency is \(\omega_-\approx q\sqrt{ad}\), that of a sound-like wave with speed \(\sqrt{ad}\).

The equations of motion are those of independent harmonic oscillators, so each mode has the ground-state energy \(\hbar\omega/2\). There are \(d^2q/(2\pi)^2\) wave vectors per unit area. Subtracting the two isolated sheets leaves

\[
E(d)=\frac{\hbar}{2}\int\frac{d^2q}{(2\pi)^2}\left(\omega_++\omega_--2\omega_0\right)
=\frac{\hbar}{4\pi}\int_0^\infty q\,dq\,\sqrt{aq}\left[\sqrt{1+e^{-qd}}+\sqrt{1-e^{-qd}}-2\right].
\]

Put \(q=x/d\). The factor \(q^{3/2}dq\) becomes \(d^{-5/2}x^{3/2}dx\), and nothing else depends on \(d\):

\[
E(d)=-C\,\hbar\sqrt a\;d^{-5/2},\qquad
C=\frac1{4\pi}\int_0^\infty x^{3/2}\left[2-\sqrt{1+e^{-x}}-\sqrt{1-e^{-x}}\right]dx .
\]

The bracket in \(C\) is positive because the square root is concave: lowering \(\omega_-^2\) costs more frequency than raising \(\omega_+^2\) by the same amount gains. The sheets therefore attract, with the pressure \(dE/dd=\tfrac52|E|/d\).

The integral follows from the binomial series. In \(\sqrt{1+u}+\sqrt{1-u}\) the odd powers of \(u=e^{-x}\) cancel and the even ones double. Since \(\int_0^\infty x^{3/2}e^{-2kx}dx=\Gamma(5/2)(2k)^{-5/2}\),

\[
C=-\frac{\Gamma(5/2)}{2\pi}\sum_{k=1}^\infty\binom{1/2}{2k}(2k)^{-5/2}=0.005012 .
\]

All these binomial coefficients are negative, so every term adds to \(C\). The first term, with \(\binom{1/2}{2}=-\tfrac18\), is \(3/(256\sqrt{2\pi})=0.00468\), or 93 % of the whole. It is of second order in the coupling between the sheets, the order at which the ordinary van der Waals force arises, and it already has the power \(-5/2\). The unusual power is thus not a result of strong coupling across the gap.

To find its source, tie each electron to its site by an in-plane spring of frequency \(\omega_b\). This adds \(\omega_b^2\) to each squared frequency, so that \(\omega_\pm^2=\omega_b^2+aq(1\pm e^{-qd})\). Write \(\Omega^2=\omega_b^2+aq\) and \(\delta=aqe^{-qd}\). To second order in \(\delta\),

\[
\sqrt{\Omega^2+\delta}+\sqrt{\Omega^2-\delta}-2\Omega\approx-\frac{\delta^2}{4\Omega^3},
\]

and the energy becomes

\[
E_2(d)=-\frac{\hbar a^2}{16\pi}\int_0^\infty\frac{q^3e^{-2qd}}{(\omega_b^2+aq)^{3/2}}\,dq .
\]

The exponential restricts \(q\) to the order of \(1/d\). If \(a/d\ll\omega_b^2\), the spring dominates the denominator. Then \(\int_0^\infty q^3e^{-2qd}dq=6/(2d)^4=3/(8d^4)\) gives

\[
E_{\rm bound}=-\frac{3\hbar a^2}{128\pi\,\omega_b^3d^4}.
\]

If \(\omega_b=0\), the denominator is \((aq)^{3/2}\), the integrand is proportional to \(q^{3/2}e^{-2qd}\), and the power is \(-5/2\). The change of power comes from the stiffness of each sheet: a spring resists long and short waves alike, while the plasmon's restoring force weakens with wavelength.

The inverse fourth power is also what a sum over pairs gives. For any pair energy \(-C_6/R^6\) and \(N\) particles per area,

\[
-N^2C_6\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+d^2)^3}=-\frac{\pi N^2C_6}{2d^4}.
\]

For the bound electrons the prefactor can be compared too. Two such oscillators at a distance \(R\), with in-plane offset \(\rho\), are coupled by the dipole force. With \(k=e^2/(4\pi\varepsilon_0m)\), displacements perpendicular to the offset have squared frequencies \(\omega_b^2\pm k/R^3\), and those along it have \(\omega_b^2\pm k(1-3s)/R^3\), where \(s=\rho^2/R^2\). The square-root expansion above, multiplied by \(\hbar/2\), gives the pair energy

\[
E_{\rm pair}=-\frac{\hbar k^2}{8\omega_b^3R^6}\left[1+(1-3s)^2\right]
=-\frac{\hbar k^2}{8\omega_b^3R^6}\left(2-6s+9s^2\right).
\]

To sum over the plane, set \(v=\rho^2/d^2\), so that \(\rho\,d\rho=d^2dv/2\), \(R^2=d^2(1+v)\) and \(s=v/(1+v)\):

\[
\int_0^\infty\frac{2-6s+9s^2}{R^6}\rho\,d\rho
=\frac1{2d^4}\int_0^\infty\left[\frac2{(1+v)^3}-\frac{6v}{(1+v)^4}+\frac{9v^2}{(1+v)^5}\right]dv .
\]

The three terms integrate to \(1\), \(-1\) and \(\tfrac34\), so the result is \(3/(8d^4)\). Multiplying by \(2\pi n^2\) and by \(-\hbar k^2/(8\omega_b^3)\) gives \(-3\pi\hbar n^2k^2/(32\omega_b^3d^4)\). Since \(a=2\pi nk\), this equals \(E_{\rm bound}\), prefactor included. Pairwise summation is therefore the limit in which the long-wave force within a sheet, the term \(aq\), is negligible beside the springs. This relies on the smooth neutralizing background. In a dense layer of neutral atoms, the fields of near neighbours would also shift \(\omega_b\). Without springs that limit does not exist.

The numbers for the films follow from a rough conduction-electron density of \(1.8\times10^{23}\) cm⁻³ for aluminium, a thickness \(t=1\) nm and the free-electron mass. Aluminium suits the model because its conduction electrons are nearly free. Then \(n=1.8\times10^{20}\) m⁻², \(a=2.864\times10^{23}\) m/s² and \(\sqrt a=5.352\times10^{11}\) m\(^{1/2}\)/s. At \(d=10\) nm, measured between film centres, \(d^{-5/2}=10^{20}\) m\(^{-5/2}\), and

\[
E=-0.005012\,(1.0546\times10^{-34})(5.352\times10^{11})(10^{20})\ \mathrm{J/m^2}=-28.3\ \text{µJ/m}^2 .
\]

This is \(-1.8\times10^{-4}\) eV/nm². The pressure is \(2.5\times28.3\) µJ/m² divided by 10 nm, or 7.1 kPa. The mode integral, evaluated numerically with and without the 10 eV springs, gives these attraction energies in µJ/m²:

| \(d\) (nm) | mobile | bound | pairwise law |
|---|---|---|---|
| 10 | 28.3 | 1.34 | 1.84 |
| 20 | 5.00 | 0.0971 | 0.115 |
| 40 | 0.884 | 0.00658 | 0.00719 |

The pairwise law lies above the bound result because it leaves out the term \(aq\) in \(\Omega^2\). To first order that term lowers the energy by the fraction \(\tfrac32a\langle q\rangle/\omega_b^2\). With the weight \(q^3e^{-2qd}\) the mean wave number is \(2/d\), so the fraction is \(3a/(\omega_b^2d)\). Here \(a/\omega_b^2=1.24\) nm, which gives 9 % at 40 nm, close to the difference in the table. At 10 nm the estimate is 37 % against an actual 27 %, so higher terms matter there. Between 20 and 40 nm the bound energy falls with an average power of \(-3.88\), still approaching \(-4\), the limit for an instantaneous force.

Real electrons also have Fermi motion, which adds stiffness. For one occupied subband with two spin states the Fermi speed is \(v_F=\hbar\sqrt{2\pi n}/m\), and

\[
\frac{(v_Fq)^2}{aq}=\frac{4\pi\varepsilon_0\hbar^2}{me^2}\,q=a_Bq,
\]

where \(a_B=0.053\) nm is the Bohr radius. For the sound-like mode the corresponding ratio is \(v_F^2/(ad)=a_B/d\). The mobile-electron law therefore requires \(d\gg a_B\).

To include this motion, and later scattering and film thickness, it helps to rewrite the energy. From \(\int_0^\infty d\xi\,\ln[(\xi^2+A^2)/(\xi^2+B^2)]=\pi(A-B)\), the sum of frequencies becomes an integral over the logarithm of

\[
\frac{(\xi^2+\omega_+^2)(\xi^2+\omega_-^2)}{(\xi^2+\omega_0^2)^2}
=\frac{(\xi^2+aq)^2-(aqe^{-qd})^2}{(\xi^2+aq)^2}.
\]

Hence

\[
E=\frac{\hbar}{4\pi^2}\int_0^\infty q\,dq\int_0^\infty d\xi\,\ln\left(1-r^2e^{-2qd}\right),\qquad r=\frac{aq}{\xi^2+aq}.
\]

Here \(r\) is the fraction of a slowly varying field that a sheet reflects at the imaginary frequency \(i\xi\). A different sheet model changes only \(r\). With the random-phase response of a full Fermi disk, numerical integration for the example's density gives 0.993 times the law at 10 nm. This is an estimate, since a 1 nm aluminium film has more than one occupied subband.

Scattering at a rate \(\gamma\) adds friction to Newton's law and replaces \(\xi^2\) in \(r\) by \(\xi(\xi+\gamma)\). If \(\gamma^2\gg a/d\), the motion is overdamped and \(r\approx1/(1+\xi\gamma/aq)\). Substituting \(\xi=(aq/\gamma)y\) gives

\[
E\approx\frac{\hbar a}{4\pi^2\gamma}\int_0^\infty q^2dq\int_0^\infty dy\,\ln\left[1-\frac{e^{-2qd}}{(1+y)^2}\right]\propto-\frac{\hbar a}{\gamma d^3}.
\]

The power \(-5/2\) thus holds for \(d\ll a/\gamma^2\) and gives way to \(-3\) beyond, as long as retardation can still be neglected. A rough \(\hbar\gamma=0.1\) eV puts this length at 12 µm, where retardation can no longer be neglected, and lowers the energy at 10 nm by 2 %. If instead electrons lose their momentum each time they cross the film, \(\gamma\approx v_F/t\). With the bulk Fermi speed of \(2.0\times10^6\) m/s this means \(\hbar\gamma=1.3\) eV. The length shrinks to 70 nm, and the energy at 10 nm is 22 % below the law.

For the mobile electrons, retardation matters when the speed \(\sqrt{ad}\) approaches that of light \(c\), that is, when \(d\) approaches \(c^2/a=314\) nm. At 10 nm the speed is \(5.4\times10^7\) m/s. For the bound electrons the scale is much shorter, \(c/\omega_b=20\) nm. Retardation lowers their energy by 18 % at 40 nm, and at much larger distances the power tends to \(-5\) instead of \(-4\). For the full electromagnetic problem let \(\kappa=\sqrt{q^2+\xi^2/c^2}\) be the decay constant of the field. Matching the fields across a sheet with conductivity \(ne^2/(m\xi)\) gives \(r=a\kappa/(\xi^2+a\kappa)\) for the polarization that carries charge and \(r=-(a/c^2)/(\kappa+a/c^2)\) for the other. At 10 nm the sum of both contributions is 0.7 % above the law. For \(d\gg c^2/a\) both factors have magnitude one. At fixed \(\xi\), \(q\,dq=\kappa\,d\kappa\), and \(\xi\) runs from 0 to \(c\kappa\), so

\[
E\to\frac{\hbar c}{2\pi^2}\int_0^\infty\kappa^2\ln\left(1-e^{-2\kappa d}\right)d\kappa
=-\frac{\hbar c}{8\pi^2d^3}\sum_{k=1}^\infty\frac1{k^4}=-\frac{\pi^2\hbar c}{720\,d^3},
\]

the energy of two perfect mirrors. This limit holds for undamped sheets at zero temperature. Scattering keeps the conductivity below \(ne^2/(m\gamma)\), so a real sheet stays partly transparent at low frequencies and the attraction at large distances is weaker.

Temperature has little effect in the undamped model. The plasmon energy at \(q=1/d\) is 3.5 eV, far above the thermal energy at 300 K, and the thermal free energy of the coupled modes changes the result by about 0.002 %.

Thickness is a larger correction. A film with permittivity \(1+2a/(t\xi^2)\), matched electrostatically at both faces, gives \(-38.2\) µJ/m² when the centres stay 10 nm apart, 35 % stronger than the sheet law. The facing surfaces are then only 9 nm apart, and using 9 nm in the law would by itself give the factor \((10/9)^{5/2}=1.30\). A ratio of ten between distance and thickness is thus too small for accuracy at the level of a few per cent. The apparent power shifts as well. With thickness and retardation included, moving the centres from 10 to 40 nm lowers the energy by a factor of 39, an average power of \(-2.64\). With \(\hbar\gamma=1.3\) eV added, the factor is about 48 and the power \(-2.80\).

Metal films of about this thickness are used in atomic diffusion bonding, where they sit on wafers rather than hang free. The wafers change the energy more than any other correction considered here. Describe silicon roughly by \(\varepsilon(i\xi)=1+10.7/[1+(\xi/\omega_s)^2]\) with \(\hbar\omega_s=4\) eV, and keep the 9 nm gap. Without retardation, bare wafers then attract with 75 µJ/m² and coated ones with 89 µJ/m², about three times the sheet law. Retardation lowers both values by roughly a fifth, to 58 and 71 µJ/m², far more than its effect on the free films. These values depend on the silicon fit: a nearby one, with a 4.34 eV oscillator and limits 11.87 and 1.035, gives 62 and 74 µJ/m² with retardation. The coating adds 14 µJ/m², less than the 38 µJ/m² of the free films, so the contributions of film and wafer do not simply add. This holds for an undamped film; with \(\hbar\gamma=1.3\) eV the unretarded coated value falls to 85 µJ/m² and the coating adds only 10. All these energies are tiny beside that of a strong wafer bond, roughly 1 J/m², which is formed by atoms in contact. The model also leaves out oxide, roughness and interband transitions. It describes an attraction across an open gap, and the power \(-5/2\) belongs to the sheets alone.

Numbers in the example were calculated in double precision.
